The Damage-Weighted Recoil Spectrum for Rutherford Collisions, part 2

Protons of 1 MeV cross a thin layer of gallium oxide. We ask what fraction W(T) of all damage is due to primary recoils, the atoms struck directly by the ion, of energy T or less. Later displacements are credited to the primary recoil that began them.

The ion has mass m, charge number Z₁, speed v and energy E; the struck atom has mass M and charge number Z. The symbol e² includes the factor 1/(4πε₀). The impact parameter is b, and d is the head-on distance of closest approach. For elastic collisions under the bare Coulomb force,

T = Tmax/[1 + (2b/d)²], Tmax = 4mM E/(m + M)²,

dσ/dT = K/T², K = π(Z₁Z e²)² m/(M E).

A recoil leaves damage D(T) if T ≥ Td, and none below this threshold. By definition,

W(T) = ∫ D(T′)(dσ/dT′) dT′ [Td to T] / ∫ D(T′)(dσ/dT′) dT′ [Td to Tmax].

The simple law takes D = cT with constant c:

**W(T) = ln(T/Td)/ln(Tmax/Td), for Td ≤ T ≤ Tmax.**

With L = ln(Tmax/Td), the energy-weighted cross section is KL, and the damage median, where W = ½, is T_half = √(Td·Tmax). The displacement cross section is σ_d = K(1/Td − 1/Tmax). N(T) is the fraction of displaced primaries, by number, with energy up to T.

Section 12 showed that if D/T never rises with T, the median cannot lie above T_half; if it never falls, the median cannot lie below.

For gallium recoils, m = 1.0073 u, M = 69.723 u, E = 1000 keV, Td = 25 eV, Tmax = 56.15 keV, L = 7.717, d = 45.28 fm and T_half = 1185 eV. A numerical orbit calculation, summing areas with weight T, confirmed the simple law. For contrast, hard spheres, with constant dσ/dT and the same limits, gave a median of 39.7 keV.

We now change one assumption at a time, with the others held fixed, and follow the median.

## 13. One defect pair near threshold

Damage comes in whole defects. A recoil just above Td has too little energy to displace a second atom and leaves one vacancy–interstitial pair. A common counting rule, the Norgett–Robinson–Torrens rule, taken here without electronic losses, is

D = 1 for Td ≤ T ≤ 2.5Td,

D = 0.4T/Td for T ≥ 2.5Td.

The two pieces meet at 2.5Td, since 0.4 × 2.5 = 1. The factor 0.4 is a convention of the rule and is not derived here. We assume Tmax > 2.5Td.

The first piece contributes

K[1/Td − 1/(2.5Td)] = 0.6K/Td.

The second, up to an energy T above 2.5Td, contributes

(0.4K/Td) ln[T/(2.5Td)].

Taking 0.4K/Td out of the sum leaves 1.5 + ln(T/Td) − ln2.5. The same expression with T = Tmax is the total. Hence

W = [ln(T/Td) + δ]/(L + δ), δ = 3/2 − ln(5/2) = 0.5837, for T ≥ 2.5Td.

The plateau adds the same amount δ to both logarithms. In the range where the formula holds, this is the simple law with an apparent threshold Td e^(−δ) = 0.558Td. No atom is displaced at that energy; the lower value stands for the extra damage that the rule grants to weak recoils. The median is

√(0.558Td·Tmax) = T_half e^(−δ/2) = 885 eV.

Here D/T falls up to 2.5Td and is constant beyond, so a lower median is what section 12 requires.

## 14. Energy lost to electrons

A moving recoil also excites electrons. In this model that part of its energy makes no displacements. We use the Lindhard partition in Robinson's form, a published model that is adopted here and not derived. The energy left for damage is

T_dam = T/(1 + kg), g = 3.4008ε^(1/6) + 0.40244ε^(3/4) + ε, ε = T/E_L.

The host is replaced by a mean atom, with Z̄ = (2 × 31 + 3 × 8)/5 = 17.2 and M̄ = (2 × 69.723 + 3 × 15.999)/5 = 37.49 in atomic mass units. With s = Z^(2/3) + Z̄^(2/3), and a₀ the Bohr radius,

E_L = [e²/(0.8853a₀)] Z Z̄ s^(1/2) (M + M̄)/M̄,

k = (32/3π)(m_e/u)^(1/2) Z^(2/3) Z̄^(1/2) (M + M̄)^(3/2)/[s^(3/4) M^(3/2) M̄^(1/2)].

Here m_e is the electron mass and u the atomic mass unit, and in these two formulas M and M̄ stand for the masses divided by u. The threshold is still applied to T.

Since g grows with T, the share T_dam/T falls. At Tmax it is 0.715 for gallium. Taking D proportional to T_dam moves the median from 1185 to 960 eV. The mean-atom replacement makes this an estimate: a host of pure gallium or of pure oxygen in the same formulas gives 932 or 977 eV.

## 15. Defects that do not survive

Many pairs recombine soon after they form. If a fixed fraction survives at every recoil energy, that fraction multiplies c and cancels from W. The formula therefore does not require every defect to survive, only that survival be independent of T.

In a dense cascade, however, defects lie close together, and survival may be lower than for isolated pairs. To see how sensitive W is to this, let the surviving fraction vary as T^(−p), with p > 0. Then D is proportional to T^(1−p), and the integrand is proportional to T′^(−1−p). Its integral from Td to T is

(Td^(−p) − T^(−p))/p.

Dividing by the same expression at Tmax, and taking out Td^(−p), gives

W = [1 − (T/Td)^(−p)]/[1 − (Tmax/Td)^(−p)].

For small p, x^(−p) = e^(−p ln x) ≈ 1 − p ln x. Both brackets become p times a logarithm, and the simple law returns.

The median obeys

(T/Td)^(−p) = ½[1 + (Tmax/Td)^(−p)].

For p = 0.1 the right side is ½(1 + 0.4622) = 0.7311, and T = 25 eV × 0.7311^(−10) = 573 eV. The value of p is an assumption, not a property of gallium oxide. The exponent looks small, but it acts over a range of more than two thousand in energy, and it halves the median. The size of the shift follows from the assumed p, and it vanishes as p tends to zero.

## 16. Screening by the electrons

Electrons around the nuclei weaken the Coulomb force at a distance. To see whether this matters, compare two lengths. A recoil of energy Td comes from the impact parameter

b = (d/2)√(Tmax/Td − 1) = 22.64 fm × √2245 = 1.073 pm.

The screening length of the universal potential, a = 0.8854a₀/(1 + Z^0.23) for a proton, is 14.63 pm for gallium. All damaging collisions thus occur at impact parameters below about 7 % of a.

The effect can be found by repeating the numerical orbit calculation with the Coulomb energy multiplied by

φ(x) = 0.1818e^(−3.2x) + 0.5099e^(−0.9423x) + 0.2802e^(−0.4029x) + 0.02817e^(−0.2016x), x = r/a.

This potential was made for neutral atoms. A fast proton is mostly bare, so the calculation gives a size and no more. The energy-weighted cross section drops to 0.988 of its bare value, and the median rises from 1185 to 1221 eV.

The two numbers show where the loss occurs. Measured in units of K, the lost damage energy is 0.0117 × 7.717 = 0.090. Let r₁ of this come from below the median and r₂ from above. If ln T at the median rises by s, balance requires

L/2 − r₁ + s = L/2 − r₂ − s, so s = (r₁ − r₂)/2.

Here the small change of the density near the median itself is neglected. From the medians, s = ln(1221/1185) = 0.030, so r₁ − r₂ = 0.060. Together with r₁ + r₂ = 0.090 this gives r₁ = 0.075 and r₂ = 0.015. About five sixths of the loss falls on recoils below the median. These come from the more distant collisions, where screening is stronger.

## 17. Two kinds of atom

Gallium oxide contains oxygen as well. Let a formula unit hold n_i atoms of kind i, each with its own K_i, Td_i and Tmax_i. If damage is measured by recoil energy, with the same c for both kinds, the contributions add:

W = Σ n_i K_i ln(T_i/Td_i) / Σ n_i K_i ln(Tmax_i/Td_i).

In the numerator, T_i equals T, except that it is held at Td_i when T is lower and at Tmax_i when T is higher. The proton's charge, mass and energy enter every K_i in the same way, which leaves the weights n_i Z_i²/M_i:

- Ga: 2 × 31²/69.723 = 27.57.
- O: 3 × 8²/15.999 = 12.00.

Oxygen is lighter and can take more energy from a proton: its Tmax is 222.9 keV. With a rough threshold of 28 eV, its logarithm is ln(222900/28) = 8.98. Gallium's share of the damage energy is

27.57 × 7.717/(27.57 × 7.717 + 12.00 × 8.98) = 0.664.

One third of the damage energy thus starts with oxygen recoils, which is too much to neglect. The median of the two kinds together is 1486 eV, above the 1185 eV of gallium alone.

The sum is no longer one logarithm over the whole range. Above 56.15 keV only oxygen contributes, so the slope of W against ln T drops there from (27.57 + 12.00) to 12.00, in units of one over the common denominator.

## 18. Slowing down in the layer

The proton loses energy mainly to electrons. The leading Bethe formula, used here without derivation, gives the loss per length

S = [4πe⁴n_e/(m_e v²)] ln(2m_e v²/I),

where n_e is the number of electrons per volume and I a mean excitation energy. With the rough values 5.9 g/cm³ and I = 250 eV, S = 84.4 eV/nm. At this rate a layer of 1 µm takes about 84 keV, and the proton leaves it with roughly 916 keV; the slight rise of S as the proton slows is neglected.

Tmax is proportional to E, so L falls by ln(1000/916) = 0.088 across the layer. At the back face, recoils below 1185 eV do a share 0.506 of the gallium damage instead of 0.500. For this layer, fixed E is a good approximation.

For a beam that stops in the solid it is not. Damage must then be summed along the path, with both K and Tmax changing:

W_path = ∫ K(E) ln(T_*/Td) dx / ∫ K(E) ln(Tmax(E)/Td) dx,

where T_* is T limited to the range from Td to Tmax(E), and the integrals cover the part of the path on which Tmax(E) > Td. This is an average of logarithmic laws with different upper limits, not in general one such law. Near the end of the path the ion is slow, the bare Coulomb force becomes a poor approximation, and the formula should not be used.

## 19. Threshold, relativity and nuclear contact

The threshold is not sharply known, and in a crystal it depends on direction. Its effect is softened by the logarithm. For gallium alone, W at 1 keV is 0.493 if Td = 20 eV and 0.465 if Td = 30 eV, against 0.478 at 25 eV. The total number of displaced primaries is much more sensitive, since σ_d is nearly K/Td when Tmax ≫ Td.

Relativity changes Tmax slightly. Let c₀ be the speed of light. In a head-on collision the atom moves at speed βc₀ in the centre-of-mass frame, first backwards and then forwards. Composing this with the frame's own speed βc₀ gives the recoil a Lorentz factor (1 + β²)/(1 − β²), and hence

Tmax = 2Mc₀²β²/(1 − β²).

Here β is the total momentum times c₀ divided by the total energy. The squared momentum times c₀² is E(E + 2mc₀²). The squared total energy minus this is (m + M)²c₀⁴ + 2Mc₀²E. Therefore

Tmax = 2M E(E + 2mc₀²)/[(m + M)²c₀² + 2M E].

For gallium at 1 MeV this exceeds the earlier value by 0.050 %, which is negligible here.

The hardest collisions bring the nuclei to 45.3 fm for gallium and 12.2 fm for oxygen. Taking 1.2(1 + A^(1/3)) fm as a rough contact distance, with A the atomic mass in u, gives 6.1 and 4.2 fm. Classically the nuclei do not touch. But the proton is also a wave, and for oxygen its wavelength is not small beside the closest distance. Nuclear forces can therefore change the rate of the hardest proton–oxygen collisions already at 1 MeV. This matters little for W, because recoils above half of Tmax carry only ln2/8.98, or about 8 %, of oxygen's damage energy in the simple law. Higher proton energies shrink the classical distance as 1/E and make nuclear forces more important.

## 20. Several corrections together

The corrections overlap, so their separate factors should not simply be multiplied. A combined calculation takes both kinds of atom, the screened orbits, and for each recoil with T ≥ Td the number of pairs

D = the larger of 1 and 0.4T_dam/Td,

with the Td of its own kind. It includes the plateau and the electronic losses at once. It leaves out the energy-dependent survival of section 15.

At 100 eV, 1 keV and 10 keV, the simple law for both kinds gives W = 0.167, 0.451 and 0.735. The combined model gives 0.272, 0.553 and 0.813. The median falls from 1486 to 641 eV.

The simple law therefore places the median too high by a factor of about 2.3 relative to the combined model. Its value of W is too low by about 0.1 at 100 eV and 1 keV. These figures depend on how the model is set up. If the threshold is applied to T_dam rather than to T, as the Norgett–Robinson–Torrens rule is usually applied, the combined median is about 770 eV and the factor about 1.9. Replacing the mean host atom by pure gallium or pure oxygen moves the combined median between about 590 and 680 eV. The broad picture remains: in both models the damage is spread over several decades of recoil energy. In the combined model, recoils below 100 eV carry 27 % of it and recoils above 10 keV carry 19 %, while those above 56 keV carry under 2 %.

## 21. The model beside the real material

Protons of about 1 MeV are used to test how gallium oxide devices stand up to radiation, and a layer of 1 µm is a reasonable size for the active part of such a device. The density is close to that of the real crystal. The thresholds are rough: the crystal has more than one kind of gallium site and more than one kind of oxygen site, and each may have its own threshold. The oxygen value in particular may be well below 28 eV. Halving it to 14 eV lowers the median of the simple law from 1486 to 1337 eV and that of the combined model from 641 to about 540 eV. Because the pair count weights each kind of atom by 1/Td, it also lowers gallium's share of the pairs from 0.75 to 0.58. Damage is not strictly proportional to recoil energy, because of electronic losses and the one-pair plateau. Together with screening, and with a pair count that uses the threshold of each kind of atom, they move the median from 1486 to 641 eV. Recombination during irradiation may move it further. The trial exponent p = 0.1 halved the gallium median, but the true dependence is not supplied by this model.

W describes damage as it is produced. A later anneal removes some kinds of defect more readily than others, and W after the anneal equals W before it if the surviving fraction is the same for every primary energy and for both kinds of struck atom. Nor does W give the loss of carriers or mobility, which depends on what each defect does electrically. What it offers is a first comparison of beams: for light, fast ions in thin layers, with Coulomb collisions and nearly proportional damage, it shows how the damage is divided between weak and strong recoils. The main numerical results of this example are collected in the check's output.

Numbers as computed

```
Proton energy: 1000 keV
Proton mass: 1.0073 u; Ga mass: 69.723 u
Threshold Td: Ga 25 eV, O 28 eV (rough)
Ga head-on distance d: 45.28 fm
Ga Tmax: 56.15 keV
Ga ln(Tmax/Td): 7.7170
Ga constant K: 9.0438e+05 eV barn
Ga displacement cross section: 3.6159e+04 barn
Ga damage-energy cross section: 6.9790e+06 eV barn
Mean Ga recoil energy above Td: 193.0 eV
Median Ga recoil by number: 49.98 eV
Median Ga recoil by damage: 1184.8 eV
Damage share per full decade: 0.2984
Hard-sphere damage median: 39.71 keV
T = 100 eV: W = 0.1796, N = 0.7503, orbit W = 0.1796
T = 1000 eV: W = 0.4780, N = 0.9754, orbit W = 0.4780
T = 10000 eV: W = 0.7764, N = 0.9979, orbit W = 0.7764
Neglected effects, Ga recoils, one at a time:
Impact parameter at Td: 1.073 pm
Universal screening length: 14.63 pm
Screened/bare damage energy: 0.9883
Damage median, screening: 1221 eV
Damage-energy share of a Tmax recoil: 0.715
Damage median, electronic losses: 960 eV
Plateau shift delta: 0.5837
Damage median, one-pair plateau: 885 eV
Damage median, survival p = 0.1: 573 eV
W(1000 eV) if Td = 20 eV: 0.4927
W(1000 eV) if Td = 30 eV: 0.4654
Density: 5.9 g/cm3; mean excitation energy: 250 eV (rough)
Bethe stopping power: 84.4 eV/nm
Proton energy after 1 um: 916 keV
W at front-face median, back face: 0.5058
Relativistic change of Tmax: 0.050 %
Ga: closest approach 45.3 fm, nuclear contact about 6.1 fm
O: closest approach 12.2 fm, nuclear contact about 4.2 fm
Both sublattices:
O Tmax: 222.9 keV
Ga share of damage energy, simple law: 0.664
Damage median, simple law: 1486 eV
Damage median, combined model: 641 eV
T = 100 eV: simple W = 0.167, combined W = 0.272
T = 1000 eV: simple W = 0.451, combined W = 0.553
T = 10000 eV: simple W = 0.735, combined W = 0.813
```
